# Mirror reflections acting on spin one-half: a numerical check

```python
"""
Result under test: a mirror with unit normal n acts on spin-1/2 as
    U = (inversion = 1) * (rotation by pi about n) = -i n.sigma,
with U^2 = -1. It keeps the spin component along n and flips the two
components in the mirror plane: s' = 2 n (n.s) - s, where s = <sigma>.
Inversion may carry a phase eta on spinors; then the square is -eta^2.
Model p shell: orbital L = 1 in the basis (px, py, pz), spin S = sigma/2,
energies in hartree, angular momenta in units of hbar.
"""
import numpy as np
from scipy.linalg import expm

sigma = np.array([[[0, 1], [1, 0]],
                  [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
one2, one3 = np.eye(2), np.eye(3)

# Orbital generators on functions c.r g(|r|): (L_k)_ij = -i epsilon_kij
L = np.zeros((3, 3, 3), dtype=complex)
for k, i, j in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    L[k, i, j], L[k, j, i] = -1j, 1j


def dot(vector, matrices):
    return np.einsum("k,kij->ij", vector, matrices)


def spin_rotation(axis, angle):
    return expm(-0.5j * angle * dot(axis, sigma))


def space_rotation(axis, angle):
    return expm(-1j * angle * dot(axis, L)).real


def reflect(normal, vector):
    return vector - 2 * normal * (normal @ vector)


def spin_vector(spinor):
    return np.array([np.vdot(spinor, s @ spinor).real for s in sigma])


def show(values, digits=4):
    rounded = np.round(np.asarray(values), digits) + 0.0
    return "(" + ", ".join(f"{x:.{digits}f}" for x in rounded) + ")"


def show_complex(values):
    parts = []
    for z in values:
        re, im = round(z.real, 4) + 0.0, round(z.imag, 4) + 0.0
        parts.append(f"{re:.4f}{im:+.4f}i")
    return "(" + ", ".join(parts) + ")"


# Matrices commuting with all Pauli matrices: dimension of the null space
commutator_map = np.vstack([np.kron(one2, s) - np.kron(s.T, one2)
                            for s in sigma])
commutant_dimension = 4 - np.linalg.matrix_rank(commutator_map)
assert commutant_dimension == 1
assert np.allclose(commutator_map @ one2.flatten(), 0)

# General normals, spinors and vectors
rng = np.random.default_rng(7)
for trial in range(30):
    a = rng.normal(size=3)
    a /= np.linalg.norm(a)
    b = rng.normal(size=3)
    b /= np.linalg.norm(b)
    r, p = rng.normal(size=(2, 3))
    angle = rng.uniform(0, 2 * np.pi)
    closed = np.cos(angle / 2) * one2 - 1j * np.sin(angle / 2) * dot(a, sigma)
    assert np.allclose(spin_rotation(a, angle), closed, atol=1e-12)
    Ua, Ub = spin_rotation(a, np.pi), spin_rotation(b, np.pi)
    assert np.allclose(Ua, -1j * dot(a, sigma), atol=1e-12)
    assert np.allclose(Ua @ Ua, -one2, atol=1e-12)
    assert np.allclose(spin_rotation(a, 2 * np.pi), -one2, atol=1e-12)
    # geometric reflection against inversion times a half turn
    assert np.allclose(-space_rotation(a, np.pi) @ r, reflect(a, r), atol=1e-11)
    # orbital angular momentum is an axial vector
    assert np.allclose(np.cross(reflect(a, r), reflect(a, p)),
                       -reflect(a, np.cross(r, p)), atol=1e-11)
    # operator rule and expectation-value rule for spin
    for k in range(3):
        formula = 2 * a[k] * dot(a, sigma) - sigma[k]
        assert np.allclose(Ua.conj().T @ sigma[k] @ Ua, formula, atol=1e-12)
    chi = rng.normal(size=2) + 1j * rng.normal(size=2)
    chi /= np.linalg.norm(chi)
    assert np.allclose(spin_vector(Ua @ chi),
                       -reflect(a, spin_vector(chi)), atol=1e-12)
    assert np.allclose(Ua @ Ub + Ub @ Ua, -2 * (a @ b) * one2, atol=1e-12)

# Worked example: one spinor and one tilted mirror
n = np.array([1.0, 2.0, 2.0]) / 3
t = np.array([2.0, 1.0, -2.0]) / 3
assert abs(n @ t) < 1e-14
theta_deg, phi_deg = 60.0, 30.0
theta, phi = np.radians([theta_deg, phi_deg])
spinor = np.array([np.cos(theta / 2), np.exp(1j * phi) * np.sin(theta / 2)])
U = spin_rotation(n, np.pi)
reflected = U @ spinor
s_old, s_new = spin_vector(spinor), spin_vector(reflected)
normal_old, normal_new = n @ s_old, n @ s_new
plane_old, plane_new = s_old - n * normal_old, s_new - n * normal_new
assert np.isclose(normal_old, normal_new)
assert np.allclose(plane_new, -plane_old)
twice_overlap = np.vdot(spinor, U @ reflected)
assert np.isclose(twice_overlap, -1)

print("Dimension of matrices commuting with all sigma:", commutant_dimension)
print("Mirror normal n:", show(n))
print("Spinor polar, azimuthal angle (degrees):", theta_deg, phi_deg)
print("U = exp(-i pi n.sigma/2), row 1:", show_complex(U[0]))
print("U = exp(-i pi n.sigma/2), row 2:", show_complex(U[1]))
print("Spinor before:", show_complex(spinor))
print("Spinor after one reflection:", show_complex(reflected))
print("Spinor after two reflections:", show_complex(U @ reflected))
print("Overlap of original with twice reflected:", f"{twice_overlap.real:.4f}")
print("<sigma> before:", show(s_old))
print("<sigma> after:", show(s_new))
print("Component along n before, after:", show([normal_old, normal_new]))
print("In-plane part before:", show(plane_old))
print("In-plane part after:", show(plane_new))

# Signs of (s_x, s_y, s_z) under the three coordinate mirrors
for axis, name in enumerate("xyz"):
    Uc = spin_rotation(one3[axis], np.pi)
    signs = [np.trace(s @ Uc.conj().T @ s @ Uc).real / 2 for s in sigma]
    expected = [1 if k == axis else -1 for k in range(3)]
    assert np.allclose(signs, expected)
    print(f"Mirror {name} -> -{name}: signs of s_x, s_y, s_z:",
          " ".join(f"{round(x):+d}" for x in signs))

# Effect of the phase chosen for inversion
for eta, name in [(1, "1"), (-1, "-1"), (1j, "i"), (-1j, "-i")]:
    V, W = eta * U, eta * spin_rotation(t, np.pi)
    square = (V @ V)[0, 0].real
    assert np.allclose(V @ V, square * one2)
    assert np.isclose(square, -1 if name in ("1", "-1") else 1)
    assert np.allclose(V @ W, -W @ V)
    assert np.allclose(spin_vector(V @ spinor), s_new)
    print(f"Inversion phase {name}: mirror squared = {square:+.1f}")

# Model p shell with spin-orbit coupling
S = np.array([np.kron(one3, s / 2) for s in sigma])
L_full = np.array([np.kron(l, one2) for l in L])
LS = sum(L_full[k] @ S[k] for k in range(3))
orbital_mirror = np.array([reflect(n, e) for e in one3]).T
full_mirror = np.kron(orbital_mirror, U)
orbital_only = np.kron(orbital_mirror, one2)


def commutator_norm(A, B):
    return np.linalg.norm(A @ B - B @ A)


joint_norm = commutator_norm(full_mirror, LS)
orbital_norm = commutator_norm(orbital_only, LS)
assert joint_norm < 1e-12 and orbital_norm > 0.1
assert np.allclose(full_mirror @ full_mirror, -np.eye(6))
mirror_values = np.linalg.eigvals(full_mirror)
count_plus = int(np.sum(np.abs(mirror_values - 1j) < 1e-9))
count_minus = int(np.sum(np.abs(mirror_values + 1j) < 1e-9))
assert count_plus == 3 and count_minus == 3
print("Norm of [mirror, L.S], orbit and spin reflected:",
      f"{abs(round(joint_norm, 10)):.4f}")
print("Norm of [mirror, L.S], orbit alone reflected:", f"{orbital_norm:.4f}")
print("p-shell mirror eigenvalues: number of +i, -i:", count_plus, count_minus)

coupling, field_energy = 0.02, 0.005
energy_t, energy_n = 0.05, 0.10
crystal = np.kron(energy_t * np.outer(t, t) + energy_n * np.outer(n, n), one2)
print("Spin-orbit coupling (hartree):", coupling)
print("Crystal-field energies along t, n (hartree):", energy_t, energy_n)
print("Field energy mu_B B (hartree):", field_energy)
print("In-plane axis t:", show(t))

for direction, name in [(n, "n"), (t, "t")]:
    zeeman = field_energy * dot(direction, L_full + 2 * S)
    H = coupling * LS + crystal + zeeman
    energies, states = np.linalg.eigh(H)
    smallest_gap = np.min(np.diff(energies))
    assert smallest_gap > 1e-4
    spins = np.array([[np.vdot(v, Sk @ v).real for Sk in S]
                      for v in states.T])
    along = spins @ n
    in_plane = np.linalg.norm(spins - np.outer(along, n), axis=1)
    symmetry_error = commutator_norm(full_mirror, H)
    if name == "n":
        assert symmetry_error < 1e-12
        assert np.max(in_plane) < 1e-10
        assert abs(along[0]) > 0.1
    else:
        assert symmetry_error > 1e-3
        assert in_plane[0] > 0.1
    print(f"Field along {name}: ground energy (hartree): {energies[0]:.6f}")
    print(f"Field along {name}: smallest level gap (hartree): {smallest_gap:.6f}")
    print(f"Field along {name}: norm of [mirror, H] (hartree):",
          f"{abs(round(symmetry_error, 10)):.6f}")
    print(f"Field along {name}: ground <S> along n (hbar):",
          f"{round(along[0], 6) + 0.0:.4f}")
    print(f"Field along {name}: ground in-plane |<S>| (hbar):",
          f"{round(in_plane[0], 6) + 0.0:.4f}")
    print(f"Field along {name}: largest in-plane |<S>|, six states (hbar):",
          f"{round(np.max(in_plane), 6) + 0.0:.4f}")

print("ALL CHECKS PASSED")
```

Running it gives:

```
Dimension of matrices commuting with all sigma: 1
Mirror normal n: (0.3333, 0.6667, 0.6667)
Spinor polar, azimuthal angle (degrees): 60.0 30.0
U = exp(-i pi n.sigma/2), row 1: (0.0000-0.6667i, -0.6667-0.3333i)
U = exp(-i pi n.sigma/2), row 2: (0.6667-0.3333i, 0.0000+0.6667i)
Spinor before: (0.8660+0.0000i, 0.4330+0.2500i)
Spinor after one reflection: (-0.2053-0.8884i, 0.4107+0.0000i)
Spinor after two reflections: (-0.8660+0.0000i, -0.4330-0.2500i)
Overlap of original with twice reflected: -1.0000
<sigma> before: (0.7500, 0.4330, 0.5000)
<sigma> after: (-0.1687, 0.7297, 0.6627)
Component along n before, after: (0.8720, 0.8720)
In-plane part before: (0.4593, -0.1483, -0.0813)
In-plane part after: (-0.4593, 0.1483, 0.0813)
Mirror x -> -x: signs of s_x, s_y, s_z: +1 -1 -1
Mirror y -> -y: signs of s_x, s_y, s_z: -1 +1 -1
Mirror z -> -z: signs of s_x, s_y, s_z: -1 -1 +1
Inversion phase 1: mirror squared = -1.0
Inversion phase -1: mirror squared = -1.0
Inversion phase i: mirror squared = +1.0
Inversion phase -i: mirror squared = +1.0
Norm of [mirror, L.S], orbit and spin reflected: 0.0000
Norm of [mirror, L.S], orbit alone reflected: 2.8284
p-shell mirror eigenvalues: number of +i, -i: 3 3
Spin-orbit coupling (hartree): 0.02
Crystal-field energies along t, n (hartree): 0.05 0.1
Field energy mu_B B (hartree): 0.005
In-plane axis t: (0.6667, 0.3333, -0.6667)
Field along n: ground energy (hartree): -0.006582
Field along n: smallest level gap (hartree): 0.005832
Field along n: norm of [mirror, H] (hartree): 0.000000
Field along n: ground <S> along n (hbar): -0.4902
Field along n: ground in-plane |<S>| (hbar): 0.0000
Field along n: largest in-plane |<S>|, six states (hbar): 0.0000
Field along t: ground energy (hartree): -0.007047
Field along t: smallest level gap (hartree): 0.006948
Field along t: norm of [mirror, H] (hartree): 0.031623
Field along t: ground <S> along n (hbar): 0.0000
Field along t: ground in-plane |<S>| (hbar): 0.4715
Field along t: largest in-plane |<S>|, six states (hbar): 0.4819
ALL CHECKS PASSED
```
